\section*{Is the impact-ionization threshold always one and a half band gaps?}

\section*{Question}

I am modelling avalanche breakdown in a wide-gap power device. My simulator needs the smallest energy at which a conduction electron can create an electron--hole pair, and I have been using $\tfrac32E_g$, measured from the conduction-band minimum. For a gap of 5.5~eV that is 8.25~eV.

The material has several conduction valleys away from the zone centre, and crystal momentum is conserved only up to a reciprocal lattice vector. Does the factor $3/2$ survive? If not, can someone construct an explicit umklapp process with a lower threshold and show where the momentum goes?

\section*{Answer}

The factor does not survive. It belongs to one particular band structure. I first derive it, so that its assumptions are visible, then displace the valleys, and finally construct a process in a diamond-like model.

\subsection*{What the conservation laws require}

The incoming electron has wavevector $\mathbf k_i$, and a valence electron at $\mathbf k_v$ is lifted across the gap. Afterwards there are two conduction electrons, $\mathbf k_1$ and $\mathbf k_2$, and a hole of wavevector $\mathbf k_h=-\mathbf k_v$. Conservation of crystal momentum, $\mathbf k_i+\mathbf k_v=\mathbf k_1+\mathbf k_2+\mathbf G$, becomes
\begin{equation}
\mathbf k_i=\mathbf k_1+\mathbf k_2+\mathbf k_h+\mathbf G ,
\label{mom}
\end{equation}
with $\mathbf G$ a reciprocal lattice vector. I measure electron energies upward from the conduction minimum and hole energies downward from the valence maximum, so all are non-negative. Then
\begin{equation}
E_i=E_g+e_1+e_2+e_h\ \ge\ E_g .
\label{en}
\end{equation}
For free final particles, energy conservation thus gives the bound $E_g$. Anything above it is the price of satisfying (\ref{mom}).

\subsection*{Where three halves comes from}

Let the final particles be displaced from their band edges by $\mathbf q_1,\mathbf q_2,\mathbf q_h$, with fixed sum $\mathbf p$. To find their least kinetic energy, make $\sum_j e_j-\hbar\mathbf v\cdot(\sum_j\mathbf q_j-\mathbf p)$ stationary, where $\hbar\mathbf v$ is a Lagrange multiplier:
\begin{equation}
\frac{1}{\hbar}\frac{\partial e_j}{\partial\mathbf q_j}=\mathbf v
\quad\text{for } j=1,2,h .
\label{vel}
\end{equation}
The three particles move with a common group velocity. If their velocities differed, a little wavevector could be passed from the faster to the slower particle, which would lower the energy at fixed $\mathbf p$.

For isotropic parabolic bands $\mathbf q_j=m_j\mathbf v/\hbar$. Summing gives $\mathbf p=M\mathbf v/\hbar$ with $M=m_1+m_2+m_h$, so that
\begin{equation}
\sum_j\frac{\hbar^2q_j^2}{2m_j}
=\frac12\sum_j m_jv^2=\frac12Mv^2=\frac{\hbar^2p^2}{2M}.
\label{cost}
\end{equation}
The energy is convex, so this is a minimum. Larger kinetic energies at the same $\mathbf p$ are also available, through relative motion.

Now put all band edges at the same point and take $\mathbf G=0$. The final particles must carry the whole initial wavevector, $\mathbf p=\mathbf k_i$. With initial mass $m$ and $r=m/M$, the cost is $\hbar^2k_i^2/2M=rE_i$, and at threshold
\begin{equation}
E_i=E_g+rE_i\quad\Longrightarrow\quad E_{\rm th}=\frac{E_g}{1-r},\qquad r<1 .
\end{equation}
Equal masses give $r=1/3$ and $E_{\rm th}=\tfrac32E_g$. If the three electrons have mass $m$ and the hole has mass $m_h=m/\mu$, then $r=m/(2m+m/\mu)=\mu/(1+2\mu)$ and
\begin{equation}
E_{\rm th}=E_g\,\frac{1+2\mu}{1+\mu}.
\end{equation}
For $\mu=0.25$ this is $(1.5/1.25)E_g=1.2E_g$. Even a single valley has no universal factor. A heavy hole absorbs wavevector cheaply, and as $\mu\to0$ the threshold tends to $E_g$.

\subsection*{Displaced valleys}

Let the initial electron belong to a valley at $\mathbf Q_0$ and the final electrons to valleys at $\mathbf Q_1$ and $\mathbf Q_2$, with the valence maximum at the zone centre. Write $\mathbf k_i=\mathbf Q_0+\mathbf q$. Equation (\ref{mom}) then leaves the final particles with
\begin{equation}
\mathbf p=\mathbf q-\mathbf K,\qquad
\mathbf K=\mathbf Q_1+\mathbf Q_2+\mathbf G-\mathbf Q_0 .
\end{equation}
The valleys themselves, together with $\mathbf G$, take up the wavevector $\mathbf K$ at no kinetic cost. Let $q_g$ be the displacement at which the initial valley reaches $E_g$, $\hbar^2q_g^2/2m=E_g$, and set $\mathbf x=\mathbf q/q_g$, $\boldsymbol\kappa=\mathbf K/q_g$. The process is allowed if
\begin{equation}
x^2\ge 1+r|\mathbf x-\boldsymbol\kappa|^2 .
\end{equation}
At fixed length $x$ the right side is least when $\mathbf x$ is parallel to $\boldsymbol\kappa$. Expanding the square for that direction gives
\begin{equation}
(1-r)x^2+2r\kappa x-(1+r\kappa^2)\ge0 .
\label{quad}
\end{equation}
The left side is negative at $x=0$ and increases for $x>0$, so the threshold is its positive root. A quarter of the discriminant is
\begin{equation}
r^2\kappa^2+(1-r)(1+r\kappa^2)=1-r+r\kappa^2 ,
\end{equation}
because the terms $\pm r^2\kappa^2$ cancel. Hence
\begin{equation}
\frac{E_{\rm th}}{E_g}=x^2=
\left[\frac{\sqrt{1-r+r\kappa^2}-r\kappa}{1-r}\right]^2 .
\label{offset}
\end{equation}

At $\kappa=0$ the earlier result returns. At $\kappa=1$ the root is $\sqrt1=1$ and $E_{\rm th}=E_g$: the initial electron has energy $E_g$ exactly where the final particles can all rest at their band edges.

To see when an offset helps, test the old threshold $x_0=1/\sqrt{1-r}$. Since $x_0^2-1=r/(1-r)=rx_0^2$, it is above the new threshold if $rx_0^2>r(x_0-\kappa)^2$, that is, for
\begin{equation}
0<\kappa<\frac{2}{\sqrt{1-r}} .
\end{equation}
For equal masses the upper end is 2.449. A direct numerical search over two-dimensional vectors $\mathbf q_j$, which does not use (\ref{offset}), gives $E_{\rm th}/E_g=1.5000$, 1.1005, 1.0000, 1.1716, 1.5000 and 1.8832 at $\kappa=0$, 0.5, 1, 1.8, 2.449 and 3, in agreement with the formula. The last value shows that displaced valleys can also raise the threshold.

\subsection*{Bands for an explicit umklapp process}

A parabola cannot be trusted 5~eV above its minimum, so the initial state needs a periodic band. I work on a cubic axis of the diamond lattice and from here on give wavevectors in units of $2\pi/a$. The first zone is $-1\le k\le1$ on this axis, and the shortest axial reciprocal vector has length 2.

The round parameters are $a=0.357$~nm, $E_g=5.5$~eV, a direct gap of 7.3~eV at the zone centre, valleys at $\pm Q=\pm0.76$, and longitudinal mass $m_l=1.4$ in free-electron masses. The energy scale is $W=\hbar^2(2\pi/a)^2/2m_0=11.80$~eV.

\paragraph{Hole band and upper conduction band.} These come from $p_y$ and $p_z$ orbitals on the two sublattices. The four bonds are $(a/4)(1,1,1)$, $(a/4)(1,-1,-1)$, $(a/4)(-1,1,-1)$ and $(a/4)(-1,-1,1)$. Give each bond a hopping $A/4$ between like orbitals and $(B/4)s_ys_z$ between unlike ones, where $s_y,s_z$ are the signs of the bond components. With $\varphi=\pi k/2$ the Bloch sums are
\begin{align}
\tfrac A4\left(2e^{i\varphi}+2e^{-i\varphi}\right)&=A\cos\varphi,\\
\tfrac B4\left(2e^{i\varphi}-2e^{-i\varphi}\right)&=iB\sin\varphi .
\end{align}
Couplings to $s$ and $p_x$ orbitals cancel on the axis, since they carry one factor $s_y$ or $s_z$, which takes both signs at each phase. The block connecting the sublattices is $h=A\cos\varphi+iB\sin\varphi\,\sigma_x$, and $hh^\dagger=A^2\cos^2\varphi+B^2\sin^2\varphi$. With on-site energy $A$, which puts the valence top at zero, the levels are $A\pm R$, where
\begin{equation}
R(k)=\sqrt{A^2\cos^2(\pi k/2)+B^2\sin^2(\pi k/2)} .
\end{equation}
In the energy conventions used here, the hole energy and the upper conduction band are
\begin{equation}
e_h(k)=R(k)-A,\qquad U(k)=A+R(k)-E_g .
\end{equation}
The direct gap is $2A$, so $A=3.65$~eV; I take $B=12$~eV. For small $k$,
\begin{equation}
e_h\simeq\frac{(B^2-A^2)\pi^2}{8A}k^2=\frac{W}{m_h}k^2 ,
\end{equation}
which gives $m_h=0.267$.

\paragraph{Lowest conduction band.} A periodic form with minima at $\pm Q$ is
\begin{equation}
V(k)=(\cos\pi k-\cos\pi Q)^2(\alpha+\beta\cos\pi k).
\end{equation}
Near $Q$ the first factor is $\pi^2\sin^2(\pi Q)(k-Q)^2$. Matching $W(k-Q)^2/m_l$, and matching the zone-centre energy $7.3-5.5=1.8$~eV, requires
\begin{align}
\alpha+\beta\cos\pi Q&=\frac{W}{m_l\pi^2\sin^2\pi Q},\\
\alpha+\beta&=\frac{1.8\ \text{eV}}{(1-\cos\pi Q)^2},
\end{align}
so $\alpha=1.308$~eV and $\beta=-0.706$~eV. This band reaches only 1.80~eV on the axis. It can receive the final electrons but cannot supply the initial one, which must come from $U$.

\subsection*{The process and its threshold}

Put both final electrons near the valley at $-Q$ and the hole near the centre. The band edges add up to $-1.52$. With $G=+2$ the process is free of kinetic cost at
\begin{equation}
K_0=-2Q+2=0.48 .
\end{equation}
Where does the initial band reach $E_g$? Setting $U=5.5$~eV requires $R=11-3.65=7.35$~eV, hence
\begin{equation}
\sin^2\frac{\pi k}{2}=\frac{7.35^2-3.65^2}{12^2-3.65^2}=0.311,
\qquad k\simeq0.377 .
\end{equation}
This misses $K_0$ by about 0.10, so the final particles need a small displacement. Threshold follows from equal group velocities, $V'(k_1)=V'(k_2)=e_h'(k_h)$, together with
\begin{align}
k_i&=k_1+k_2+k_h+2,\\
U(k_i)&=E_g+V(k_1)+V(k_2)+e_h(k_h).
\end{align}
The solution has $k_1=k_2=-0.8066$, $k_h=-0.0072$ and $k_i=0.3796$; the two final electrons share an orbital state and so must have opposite spins. The momentum balance is
\begin{equation}
2(-0.8066)-0.0072+2=0.3796 ,
\end{equation}
and the energy balance is
\begin{equation}
E_{\rm th}=5.5+2(0.0160)+0.0023=5.534\ \text{eV}=1.006\,E_g .
\end{equation}

The parabolic cost (\ref{cost}), with $M=2(1.4)+0.267=3.07$, gives a threshold of 5.539~eV. The difference comes mainly from the valley, which is softer than a parabola toward the zone boundary: a displacement of 0.0466 would cost $11.80(0.0466)^2/1.4=0.018$~eV per electron in the parabola, against 0.016~eV in $V$.

An exhaustive search over axial final states in the first zone, on a wavevector grid of step 0.005, gives 5.535~eV for $G=2$. Off-axis final states are not searched. They, or off-axis initial states, could lower the threshold further, but (\ref{en}) leaves at most 0.034~eV to gain.

\subsection*{How much is due to umklapp?}

Not all of the reduction from 8.25~eV. Keeping the same bands and all wavevectors in the first zone, but allowing only $G=0$, the search gives 5.88~eV, or $1.07E_g$. This is already far below $\tfrac32E_g$, but not because the valleys are displaced. With $G=0$ and the final electrons in opposite valleys, the two offsets cancel and $K=0$. The parabolic estimate is then about 6.2~eV, the same as if the final valleys sat at the zone centre with these masses and the initial electron stayed on $U$. The initial band matters: one parabolic valley of mass 1.4 holding all three electrons, with $m_h=0.267$, would give 10.1~eV. Most of the reduction comes from the heavy final electrons and the steep initial band, and the rest from the flattening of $V$ toward the zone boundary. Umklapp then removes 0.35~eV of the remaining 0.38~eV excess. The $G=0$ optimum has one final electron at the zone boundary, $k=1$, the other near $-0.63$ and the hole near $0.035$; their velocities are unequal, so this value is set by the zone cut and by the low, flat edge of $V$ there (0.148~eV). The share of 0.35~eV belongs to this model.

The word ``umklapp'' also depends on labelling. Since $-0.8066$ and $-0.8066+2=1.1934$ denote the same Bloch state, relabelling one final electron turns the process into
\begin{equation}
1.1934-0.8066-0.0072=0.3796
\end{equation}
with $G=0$, at the price of a label outside the first zone. The process and its threshold are unchanged. The $G=0$ figure above therefore describes a restricted calculation, one that discards final states the crystal does possess.

\subsection*{What this means for diamond and for a device}

The gap, lattice constant and valley position are close to those of diamond; the other band parameters are rougher. The shape of the lowest band is also simplified. In the diamond structure it meets a second conduction band at the zone boundary with a finite slope, whereas $V$ is flat there. That second band is absent from the model, although it could also supply initial electrons. One $B$ serves both the valence and the upper conduction band, whereas the real bands are not symmetric, and the resulting hole mass is on the light side for a heavy hole. The near match of 0.377 and 0.48 is a property of these bands, not a law. With the other inputs fixed, the parabolic estimate at the four combinations of $B=10$ or 14~eV and $Q=0.70$ or 0.80 runs from 5.53 to 5.79~eV. All four lie well below 8.25~eV, but the last few tenths of an eV depend on band details.

A working device also strains the assumption of sharp energies and wavevectors. For an assumed lifetime of 2~fs, $\hbar/\tau=0.33$~eV, ten times the momentum cost of 0.034~eV and comparable with the whole gain from umklapp. In a field of 10~MV/cm, roughly the scale of breakdown in diamond, the wavevector shifts by 0.17 during that time, more than the mismatch of 0.10. The 5.534~eV is a kinematic edge in the model, and a measured onset should not be expected to be that sharp.

Other omissions are also larger than the momentum cost:
\begin{itemize}
\item A phonon can supply missing wavevector. Emitting one of about 0.16~eV puts the energy bound at 5.66~eV, below the $G=0$ threshold but above the umklapp one. Absorption would lower the bound to 5.34~eV, but such phonons are scarce at 300~K, where $k_BT=0.026$~eV.
\item Attraction between the hole and one electron, estimated as a hydrogen-like binding energy with reduced mass 0.17 (in free-electron masses; from $m_h=0.267$ and an electron mass $(1.4\times0.3^2)^{1/3}=0.50$, taking a transverse mass of 0.3) and relative permittivity 5.7, is $13.6\times0.17/5.7^2\simeq0.07$~eV. A bound pair could therefore form slightly below $E_g$; the bound (\ref{en}) is for free particles.
\end{itemize}
Interband tunnelling is a separate source of carriers and does not define this threshold. For parabolic bands with the same reduced mass, its exponential factor at 10~MV/cm is about $e^{-37}$. This is rough: the longitudinal or transverse electron mass gives $e^{-42}$ or $e^{-33}$, and a two-band dispersion in the gap gives about $e^{-31}$. Without a prefactor this is not a rate, so I do not compare it with other sources.

Finally, a threshold is not a rate. I have not calculated the Coulomb matrix element, the density of final states, or the chance that an electron reaches $k_i$ on the upper band. At 10~MV/cm it must advance at least 5.5~nm along the field to gain the threshold energy, and in the model it must also pass to the upper band, because $V$ ends at 1.80~eV on this axis. In diamond it could instead continue through the zone boundary into the second conduction band, which the model omits. So do not simply replace $\tfrac32E_g$ by $E_g$ in your simulator. If its ionization rate was fitted with $\tfrac32E_g$, the prefactor was fitted along with it. In a rate formula that depends on the excess energy over threshold, changing the threshold alone then changes the rate at every energy above it. Either keep the fitted set and treat its threshold as a fit parameter, or take both threshold and rate from a calculation with the full bands. The numerical output below lists the main values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Parabolic valleys, equal masses (searched threshold / Eg):
  offset kappa = 0.000: 1.5000
  offset kappa = 0.500: 1.1005
  offset kappa = 1.000: 1.0000
  offset kappa = 1.800: 1.1716
  offset kappa = 2.449: 1.5000
  offset kappa = 3.000: 1.8832
One valley, electron/hole mass 0.25: 1.2000 Eg
Diamond-like model, inputs:
  gap 5.5 eV, direct gap 7.3 eV, a = 0.357 nm
  valley Q = 0.76 (2pi/a), A = 3.65 eV, B = 12.0 eV
  electron masses: long. 1.4, transv. 0.3 m0
  wavevector unit 2pi/a = 17.600 1/nm
  free-electron energy at 2pi/a = 11.802 eV
  valley-band alpha = 1.3081 eV, beta = -0.7059 eV
  hole mass on axis = 0.2672 m0
  top of lowest conduction band = 1.800 eV
  valley-band energy at zone boundary = 0.148 eV
Umklapp process at threshold (wavevectors in 2pi/a):
  K0 = 2 - 2Q = 0.480, G = 2
  initial k = 0.3796, each final electron k = -0.8066
  hole k = -0.0072
  each final electron energy = 0.0160 eV
  hole energy = 0.0023 eV
  final group slope = -0.6343 eV per 2pi/a
  momentum cost above Eg = 0.0343 eV
Thresholds above the conduction minimum:
  umklapp, equal velocities = 5.5343 eV
  umklapp, exhaustive grid = 5.5346 eV
  umklapp, parabolic estimate = 5.5385 eV
  G = 0 only, exhaustive grid = 5.8812 eV
  1.5 Eg rule = 8.250 eV
  umklapp / Eg = 1.0062
  G = 0 / Eg = 1.0693
Other band parameters, parabolic umklapp threshold:
  B = 10 eV, Q = 0.70: 5.548 eV
  B = 10 eV, Q = 0.80: 5.526 eV
  B = 14 eV, Q = 0.70: 5.786 eV
  B = 14 eV, Q = 0.80: 5.529 eV
Neglected effects:
  optical phonon energy (rough input) = 0.16 eV
  hbar/lifetime at 2 fs = 0.329 eV
  field = 10 MV/cm
  field shift of k in that lifetime = 0.173 (2pi/a)
  distance to gain threshold = 5.53 nm
  pair binding, permittivity 5.7 = 0.073 eV
  thermal energy at 300 K = 0.0259 eV
  tunnelling exponent = 36.8 (no unit)
\end{verbatim}
